\section*{Donor diffusion through neutral and negatively charged point defects}

\section*{Question}

A shallow donor $A^+$ in a semiconductor is immobile on its lattice site. It moves when it pairs with a native point defect $X$, which is either neutral, $X^0$, or singly negative, $X^-$:
\begin{equation}
A^+ + X^0 \rightleftharpoons (AX)^+, \qquad
A^+ + X^- \rightleftharpoons (AX)^0 .
\label{eq:pairs}
\end{equation}
The names ``neutral mechanism'' and ``negative mechanism'' refer to the charge of the defect, not of the pair. At the anneal temperature $T$ the electron density is $n$, the hole density $p$, the intrinsic density $n_i$ and the density of ionized donors $N$.

Assume that pairs are rare, that native defects are too few to affect charge neutrality, that pairing and charge exchange are in local equilibrium, that $[X^0]$ has its equilibrium value, and that electrons and holes are non-degenerate. Band edges and defect levels keep fixed separations. Except in part (d), the donor density is uniform, and the diffusivity $D$ describes the spreading of a few labelled donors among identical unlabelled ones.

\section*{Part (a)}

\textit{Let $D_0$ and $D_-$ be the contributions of the neutral and negative mechanisms at $n=n_i$. Find $D$ as a function of $n$.}

\subsection*{Model answer}

Let a donor spend the fractions $f_+$ and $f_0$ of its time in the pairs $(AX)^+$ and $(AX)^0$, whose diffusivities are $d_+$ and $d_0$. During a long time $t$ it is mobile for times $f_+t$ and $f_0t$. Displacements made in different mobile periods are uncorrelated, so their cross terms average to zero and the mean squares add:
\begin{equation}
\langle x^2\rangle = 2d_+f_+t+2d_0f_0t = 2Dt
\quad\Rightarrow\quad D=f_+d_++f_0d_0 .
\label{eq:average}
\end{equation}

Because pairs are rare, nearly all donors are unpaired. The law of mass action applied to (\ref{eq:pairs}) then gives
\begin{equation}
f_+=K_+[X^0],\qquad f_0=K_0[X^-],
\end{equation}
where $K_+$ and $K_0$ depend on temperature alone. Forming $X^0$ takes no electron from the bands, so $[X^0]$ does not depend on the Fermi level $E_F$. Forming $X^-$ from $X^0$ takes one electron. With the defect level $E_X$ and a degeneracy factor $g$,
\begin{equation}
\frac{[X^-]}{[X^0]}=g\exp\!\left(\frac{E_F-E_X}{k_BT}\right).
\end{equation}
Let $E_i$ be the Fermi level at $n=n_i$. Dividing by the same expression at $E_F=E_i$ removes $g$ and $E_X$:
\begin{equation}
\frac{[X^-]}{[X^-]_{n=n_i}}
=\exp\!\left(\frac{E_F-E_i}{k_BT}\right).
\label{eq:defectratio}
\end{equation}
For non-degenerate electrons, with $N_c$ the effective density of states and $E_c$ the conduction edge,
\begin{equation}
n=N_c\,e^{(E_F-E_c)/k_BT},\quad
n_i=N_c\,e^{(E_i-E_c)/k_BT}
\;\Rightarrow\;
\frac{n}{n_i}=\exp\!\left(\frac{E_F-E_i}{k_BT}\right).
\label{eq:fermi}
\end{equation}
The right-hand sides of (\ref{eq:defectratio}) and (\ref{eq:fermi}) agree. Thus $f_0$ is proportional to $n/n_i$ while $f_+$ is constant, and (\ref{eq:average}) becomes
\begin{equation}
\boxed{D(n)=D_0+D_-\frac{n}{n_i}}
\label{eq:law}
\end{equation}
The linear power of $n$ reflects the single electron held by $X^-$.

\section*{Part (b)}

\textit{The two mechanisms contribute equally under intrinsic conditions. Show that $n/n_i=9$ makes the total diffusivity five times its intrinsic value at the same temperature. Generalize to unequal contributions and discuss the limits.}

\subsection*{Model answer}

The intrinsic total is $D_i=D_0+D_-$. Equality of the two parts means $D_0=D_-=D_i/2$. Substitution in (\ref{eq:law}) gives
\begin{equation}
\frac{D}{D_i}=\frac12+\frac12\frac{n}{n_i}
=\frac{1+n/n_i}{2}
\quad\Rightarrow\quad
\frac{D(9n_i)}{D_i}=\frac{1+9}{2}=5 .
\label{eq:five}
\end{equation}
The negative part has grown ninefold and the neutral part has not changed. The total is ten times $D_0$, but $D_0$ is half of the intrinsic total.

For a general negative share $\beta=D_-/D_i$, the neutral share is $1-\beta$, and
\begin{equation}
\frac{D}{D_i}=(1-\beta)+\beta\frac{n}{n_i}
=1+\beta\left(\frac{n}{n_i}-1\right).
\label{eq:beta}
\end{equation}
At $n/n_i=9$ this runs from 1 for $\beta=0$ to 9 for $\beta=1$. The factor 5 therefore depends on the equal shares as well as on the electron density.

With equal shares and $n\gg n_i$, $D/D_i\simeq n/(2n_i)$. If added acceptors make $n\ll n_i$, $D$ falls to $D_i/2$ in this two-mechanism model, because the neutral mechanism remains. Positively charged defects, whose contribution would grow as $n_i/n$, and donor--acceptor pairing are left out of the model.

A kinetic calculation tests the averaging (\ref{eq:average}) and the rare-pair approximation; it takes the dependence (\ref{eq:defectratio}) of the $(AX)^0$ population on $E_F$ as input. A donor switches between the unpaired state and the two pair states at rates obeying detailed balance, and $D$ follows from the slowest decay rate of a long-wavelength density ripple. At $n=n_i$ the populations of $(AX)^+$ and $(AX)^0$, relative to unpaired donors, were set to $10^{-5}$ and $10^{-5}/e$, where $e$ is here the base of natural logarithms, with equal contributions to $D$. Raising $n/n_i$ to 9 gave $D/D_i=4.9998$.

\section*{Part (c)}

\textit{Take $T=1300$ K, $n_i=1.0\times10^{19}$ cm$^{-3}$, $D_0=D_-=2.5\times10^{-15}$ cm$^2$/s and an anneal of 600 s. For $n/n_i=9$ find the donor density, the rise of the Fermi level, and the rms displacement of a donor. Compare the displacement with its intrinsic value.}

\subsection*{Model answer}

Charge neutrality requires $n=N+p$. In non-degenerate bands $n\propto e^{E_F/k_BT}$ and $p\propto e^{-E_F/k_BT}$, so $np$ is independent of $E_F$ and equals $n_i^2$. Hence
\begin{equation}
N=n-\frac{n_i^2}{n}=\left(9-\frac19\right)n_i
=8.89\times10^{19}\ \mathrm{cm^{-3}} .
\label{eq:neutral}
\end{equation}
From (\ref{eq:fermi}), with $k_BT=0.1120$ eV,
\begin{equation}
E_F-E_i=k_BT\ln 9=0.246\ \mathrm{eV}.
\end{equation}
The diffusivities are
\begin{align}
D_i&=(2.5+2.5)\times10^{-15}=5.0\times10^{-15}\ \mathrm{cm^2/s},\\
D(9n_i)&=(2.5+9\times2.5)\times10^{-15}
=2.5\times10^{-14}\ \mathrm{cm^2/s}.
\end{align}
Since $\langle x^2\rangle=2Dt$ along one axis,
\begin{align}
x_{\rm rms}(n_i)&=\sqrt{2(5.0\times10^{-15})(600)}\ \mathrm{cm}
=24.5\ \mathrm{nm},\\
x_{\rm rms}(9n_i)&=\sqrt{2(2.5\times10^{-14})(600)}\ \mathrm{cm}
=54.8\ \mathrm{nm}.
\end{align}
At fixed time, a fivefold diffusivity lengthens the displacement by $\sqrt5\simeq2.24$, not by 5.

The relevant $n_i$ is that at the anneal temperature. A layer with $10^{17}$ donors per cm$^3$ has $N/n_i=0.01$ here and diffuses almost at the intrinsic rate, however extrinsic it may be at room temperature.

\section*{Part (d)}

\textit{The donor density now varies with $x$. Including the built-in electric field, write the total donor flux as $J=-hD\,dN/dx$ and find $h$. Evaluate $hD/D_i$ at $n/n_i=9$.}

\subsection*{Model answer}

Let $\phi$ be the electrostatic potential and $e$ the elementary charge. Electrons in equilibrium obey $n=n_i\exp(e\phi/k_BT)$, so the field is
\begin{equation}
\mathcal E=-\frac{d\phi}{dx}
=-\frac{k_BT}{e}\frac1n\frac{dn}{dx}.
\end{equation}
It points towards lower $n$ and drives positive pairs out of the heavily doped region. Their density is $C_+=f_+N$, with $f_+d_+=D_0$. Their mobility is $ed_+/k_BT$ by the Einstein relation, so
\begin{align}
J_+&=-d_+\frac{dC_+}{dx}+\frac{ed_+}{k_BT}C_+\mathcal E
\nonumber\\
&=-D_0\left(\frac{dN}{dx}+\frac Nn\frac{dn}{dx}\right).
\end{align}
The neutral pairs feel no force, but their density $C_0=f_0N$ follows the product $Nn$, since $f_0d_0=D_-n/n_i$. Therefore
\begin{equation}
J_0=-d_0\frac{dC_0}{dx}
=-\frac{D_-}{n_i}\frac{d(Nn)}{dx}
=-D_-\frac{n}{n_i}\left(\frac{dN}{dx}+\frac Nn\frac{dn}{dx}\right).
\end{equation}
Both fluxes contain the same bracket. Adding them and using (\ref{eq:law}),
\begin{equation}
J=-D\left(1+\frac Nn\frac{dn}{dN}\right)\frac{dN}{dx}.
\end{equation}
Local neutrality (\ref{eq:neutral}) gives $dN/dn=1+n_i^2/n^2$, hence
\begin{equation}
\frac Nn\frac{dn}{dN}
=\frac{N}{n(1+n_i^2/n^2)}
=\frac{N}{n+n_i^2/n}=\frac{N}{n+p}.
\end{equation}
Also $(n+p)^2=(n-p)^2+4np=N^2+4n_i^2$, so
\begin{equation}
\boxed{h=1+\frac{N}{\sqrt{N^2+4n_i^2}}}
\end{equation}
For non-degenerate electrons this tends to 1 for $N\ll n_i$ and to 2 for $N\gg n_i$. At $n/n_i=9$,
\begin{equation}
h=1+\frac{9-1/9}{9+1/9}=1.976,\qquad
h\frac{D}{D_i}=1.976\times5=9.88 .
\end{equation}
Thus labelled donors in a uniform background spread with five times the intrinsic diffusivity, whereas the flux per unit donor gradient is nearly ten times its dilute intrinsic value.

Local neutrality requires the profile to vary slowly over the Debye length $\lambda=\sqrt{\epsilon k_BT/[e^2(n+p)]}$, where $\epsilon$ is the permittivity. At $n/n_i=9$ and a relative permittivity of about 12, $\lambda\simeq0.9$ nm, small beside the displacements in part (c). It is also shorter than the mean donor spacing, $N^{-1/3}\simeq2.2$ nm, so the densities and the field here are averages over many donors, and $\lambda$ is only a rough guide.

\section*{Part (e)}

\textit{The parameters lie in the rough regime of arsenic in silicon near 1000\,$^\circ$C. Estimate how departures from the assumptions change the factor 5, taking them one at a time.}

\subsection*{Model answer}

\paragraph{Electron statistics.} For a density-of-states mass of about 1.1 electron masses, $N_c=2.6\times10^{20}$ cm$^{-3}$, so $n/N_c\simeq0.34$ and the electrons are mildly degenerate. Pauli exclusion makes $E_F$ rise further for the same $n$. With Fermi--Dirac statistics and a parabolic band the exponential in (\ref{eq:defectratio}) is about 10.0 instead of 9, and $D/D_i\simeq(1+10.0)/2=5.5$. Because $E_F$ also rises more steeply with $n$, the field factor of part (d), now $h=1+(N/k_BT)\,dE_F/dN$, is about 2.09 at $n/n_i=9$, slightly above its non-degenerate limit of 2.

Heavy doping can also lower the conduction edge relative to the defect level. An assumed lowering of 0.025 eV at $n=9n_i$, measured from the edge position at $n=n_i$, lowers $E_F$ equally at fixed $n$, and
\begin{equation}
\frac{D}{D_i}=\frac{1+9e^{-0.025/0.1120}}{2}=4.10 .
\end{equation}
The two corrections have opposite signs.

\paragraph{Doubly negative defects.} These hold two electrons and contribute in proportion to $(n/n_i)^2$. If they supply 1\% of $D_i$ and the other mechanisms share the rest equally,
\begin{equation}
\frac{D}{D_i}=0.495(1+9)+0.01\times81=5.76 .
\end{equation}

\paragraph{Temperature.} Suppose the activation energy of the negative mechanism is 0.6 eV the larger, with equal shares at 1300 K. Then $D_-/D_0=\exp[(0.6\ \mathrm{eV}/k_B)(1/1300\ \mathrm K-1/T)]$. With $n/n_i$ held at 9, (\ref{eq:beta}) gives 4.57 at 1250 K and 5.40 at 1350 K, each relative to $D_i$ at that temperature.

\paragraph{Implanted layers.} Implanted arsenic can form inactive clusters. If 20\% of the donors of part (c) are inactive, immobile and in neutral clusters, $N=0.8\times8.889\,n_i$ and neutrality gives $n=7.25\,n_i$. Active donors then have $D/D_i=4.12$. If donors exchange rapidly between the two forms, the average is $0.8\times4.12=3.30$.

Implantation damage also leaves excess point defects. A tenfold excess common to both mechanisms raises $D(9n_i)$ to $2.5\times10^{-13}$ cm$^2$/s, but leaves the ratio at 5 if the same excess is present at $n=n_i$. If the mechanisms use different defect species and the neutral one alone is in tenfold excess at both densities, the ratio falls to $(10+9)/(10+1)=1.73$; if the negative one alone is, it rises to $(1+90)/(1+10)=8.27$.

\paragraph{Comparison with the real case.} An $n_i$ near $10^{19}$ cm$^{-3}$ and an intrinsic diffusivity of a few $10^{-15}$ cm$^2$/s are typical in order of magnitude for arsenic in silicon at this temperature; the exact equality of the two contributions is a choice of the model. The sizes of the departures above are illustrative, not measured. In the examples above, clustering and an excess of the neutral mechanism's defects both lower the ratio, while an excess of the negative mechanism's defects raises it, so the factor 5 should not be applied to freshly implanted material without checking for them. The values used here are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Temperature: 1300 K
Thermal energy kT: 0.1120 eV
Intrinsic density ni: 1.00e+19 cm^-3
Neutral part D0: 2.50e-15 cm^2/s
Negative part Dm at n = ni: 2.50e-15 cm^2/s
Intrinsic total D_i: 5.00e-15 cm^2/s
n/ni: 9.0 (no unit)
Electron density n: 9.00e+19 cm^-3
Active donor density N: 8.889e+19 cm^-3
Fermi-level rise from intrinsic: 0.2461 eV
Negative part at n = 9 ni: 2.250e-14 cm^2/s
Total D at n = 9 ni: 2.50e-14 cm^2/s
D/D_i from formula: 5.0000 (no unit)
D/D_i from kinetic matrix: 4.9998 (no unit)
D/D0: 10.00 (no unit)
Anneal time: 600 s
RMS displacement, intrinsic: 24.5 nm
RMS displacement, n = 9 ni: 54.8 nm
Field factor h: 1.9756 (no unit)
Gradient response h D/D_i: 9.878 (no unit)
Relative permittivity, rough: 12.0 (no unit)
Debye length at n = 9 ni: 0.90 nm
Density-of-states mass, rough: 1.10 electron masses
Band density Nc: 2.612e+20 cm^-3
Degenerate factor replacing n/ni: 10.024 (no unit)
D/D_i with degeneracy: 5.512 (no unit)
Assumed lowering of conduction edge: 0.025 eV
D/D_i with edge lowering: 4.100 (no unit)
Assumed doubly negative share: 1.0 percent
D/D_i with doubly negative share: 5.760 (no unit)
Assumed inactive donors: 20 percent
n/ni with inactive donors: 7.249 (no unit)
D/D_i of active donors then: 4.125 (no unit)
D/D_i averaged over all donors: 3.300 (no unit)
Assumed activation-energy gap: 0.60 eV
D/D_i at 1250 K, n/ni = 9: 4.573 (no unit)
D/D_i at 1350 K, n/ni = 9: 5.395 (no unit)
Assumed defect supersaturation: 10 (no unit)
D at n = 9 ni, both channels supersaturated: 2.50e-13 cm^2/s
D(9 ni)/D(ni), only neutral channel supersaturated: 1.727 (no unit)
\end{verbatim}
